Extracting in-plane and out-of-plane film permittivities from slab-plus-vacuum calculations

A model film 10 Å thick, repeated every 40 Å with vacuum between the copies, has an interior permittivity of 15 along its plane and 6 across it. The cell as a whole has permittivities 4.500 and 1.29366 in these two directions. Removing the vacuum by the formulas derived below, with the thickness set to 10 Å, returns 15.00 in the plane but 10.87 across it. Nothing is wrong with the second cell value. The two directions average the film and the vacuum differently, and the out-of-plane average turns a small uncertainty of thickness into a large error of permittivity.

Let z be the film normal, L the cell length along z and d the film thickness. Gaussian units are used, with D = E + 4πP, and the response is linear and static. The film has permittivities ε∥ and ε⊥. Those of the cell are called K∥ and K⊥, so that E can denote the electric field. At first the film is described by local profiles ε∥(z) and ε⊥(z), equal to 1 in vacuum; this restriction is removed below for the out-of-plane direction.

The cell permittivity is defined by the response to an external charge ρ₀exp(iq·r). If φ₀ is the component of the potential with the same wavevector, then

q²K(q)φ₀ = 4πρ₀.

To connect this with a plane-wave calculation, write φ = Σ φ_G exp[i(q+G)·r] in Poisson's equation, ∇·(ε∇φ) = −4πρ. Each gradient gives a factor i(q+G), and the two factors of i cancel the minus sign:

Σ_G′ (q+G)·ε(G−G′)·(q+G′) φ_G′ = 4πρ_G.

Set u_G = |q+G|φ_G and divide the equation by |q+G|. The matrix acting on u is

M_GG′ = (q+G)·ε(G−G′)·(q+G′) / (|q+G||q+G′|).

Only ρ with G = 0 is present, so u₀ = (M⁻¹)₀₀4πρ₀/q and φ₀ = (M⁻¹)₀₀4πρ₀/q². Hence

K(q) = 1/(M⁻¹)₀₀.

The whole matrix must be inverted before its head is taken. The other elements carry the local fields, which vary within the cell.

Take q along x first. The potential is exp(iqx)g(z), and Poisson's equation becomes

−(ε⊥g′)′ + q²ε∥g = 4πρ₀.

Averaged over a period, the first term vanishes because ε⊥g′ is periodic, leaving q²⟨ε∥g⟩ = 4πρ₀. As q→0, g becomes uniform to leading order, so ⟨ε∥g⟩ = ⟨ε∥⟩φ₀ and

K∥ = ⟨ε∥(z)⟩.

Now take q along z. Gauss's law, D′ = 4πρ₀exp(iqz), gives D = 4πρ₀exp(iqz)/(iq). A constant cannot be added, since it would not have the Bloch phase required by q. The field is E = D/ε⊥, and its component at wavevector q is both (4πρ₀/iq)⟨1/ε⊥⟩ and −iqφ₀. Equating these gives φ₀ = 4πρ₀⟨1/ε⊥⟩/q², or

1/K⊥ = ⟨1/ε⊥(z)⟩.

In the plane the layers share one E, like capacitors in parallel. Across the plane they share one D, like capacitors in series. For a sharp film that fills a fraction f = d/L of the cell,

K∥ = fε∥ + 1 − f,
1/K⊥ = f/ε⊥ + 1 − f.

Subtracting 1 from each line and dividing by f gives the extraction formulas

ε∥ = 1 + (L/d)(K∥ − 1),
1/ε⊥ = 1 − (L/d)(1 − 1/K⊥).

If q is small but makes an angle θ with z, the transverse field Eₓ and the normal displacement D_z are both uniform to leading order. Then ⟨Dₓ⟩ = K∥Eₓ and D_z = K⊥⟨E_z⟩. With ⟨E⟩ = −iqφ₀ and iq·⟨D⟩ = 4πρ₀, the definition of K gives

K(θ) = K∥sin²θ + K⊥cos²θ.

For the opening film at θ = 30° this is 0.25 × 4.500 + 0.75 × 1.29366 = 2.095. Neither extraction formula applies to this mixture; the two components must be separated first.

The cell formulas can be divided into a part that needs no thickness and a part that does. Let p be the induced dipole moment per unit area of one film. For the in-plane direction, take a film whose symmetry prevents an in-plane field from inducing a dipole along z. Otherwise the copies would act on one another through that dipole, and the result would depend on L. The film then feels the uniform average field, and its polarizability is α∥ = p/E. The cell polarization is p/L, and

4πα∥ = L(K∥ − 1).

Across the plane, let ρ(z) now be the induced charge density averaged over the plane. Starting in the vacuum on the left, where the field equals D,

E(z) = D + 4π∫ρ(z′)dz′, with z′ running up to z.

The film is neutral, so the integral vanishes beyond its right side and the field there is again D. Integrating by parts over the cell gives

⟨E⟩ = D − (4π/L)∫zρ(z)dz = D − 4πp/L.

Other films therefore add no planar-averaged field to the one that a given film receives from outside. Field components that vary in the plane with wavevector k obey Laplace's equation in vacuum and decay as exp(−k|z|), so enough vacuum removes them too. The film responds to D as if it were isolated, p = α⊥D, and

1/K⊥ = ⟨E⟩/D = 1 − 4πα⊥/L,
4πα⊥ = L(1 − 1/K⊥).

No local permittivity was needed. The conditions are linear response, neutral films, no overlap of their electron densities, and enough vacuum for the laterally varying fields to die out. The combination L(K⊥ − 1) is a different quantity: it is 4π times the dipole per unit area and per unit average field, and equals 4πα⊥/(1 − 4πα⊥/L). It depends on the amount of vacuum and reaches 4πα⊥ as L→∞.

A quantum well shows the distinction with actual wavefunctions. Electrons move freely in the plane and are confined along z by a fixed potential U(z), 8.1 Å wide (81 points of the grid used below) and 20 eV deep. Their subband states satisfy

[−(ħ²/2m)d²/dz² + U(z)]ψⱼ = eⱼψⱼ.

The sheet density nₛ = 0.02 Å⁻² gives a Fermi energy πħ²nₛ/m = π × 7.62 × 0.02 = 0.48 eV above the lowest subband edge. The next subband lies about 1.4 eV above the lowest, so only one is filled. A perturbation W(z) conserves the in-plane momentum, and the kinetic energy in the plane cancels from every energy difference. First-order perturbation theory changes ψ₀ by Σⱼψⱼ⟨j|W|0⟩/(e₀−eⱼ), with j ≠ 0. The density nₛψ₀² therefore changes by

n₁(z) = 2nₛ Σⱼ ψ₀(z)ψⱼ(z)⟨j|W|0⟩/(e₀ − eⱼ).

The factor 2 comes from the cross term in the square. For electrons of charge −e in a field E along z, W consists of eEz and the Hartree energy of n₁ itself; exchange and correlation are left out of the response. For an isolated layer the Hartree kernel is −2πe²|z−z′|, and E is the external field D. In a periodic cell the kernel is 4πe²/G² without G = 0. The induced field then has zero average, so E is the average field. In both cases p = −e∫zn₁dz.

Solving these linear equations on a grid with 0.1 Å spacing gives 4πα⊥ = 3.83 Å for the isolated layer. Periodic cells of 20 and 40 Å have K⊥ = 1.2368 and 1.1058, and L(1 − 1/K⊥) is 3.83 Å in both. The combination L(K⊥ − 1) instead drifts from 4.74 to 4.23 Å. Dropping the Hartree response gives 13.68 Å for 4π times the dipole per unit area and per unit field. If that is used as the periodic response, K⊥ = 1 + 13.68/L, and L(1 − 1/K⊥) becomes 8.1 Å at L = 20 Å and 10.2 Å at L = 40 Å. The series formula therefore applies only to a cell response that contains its local fields. Without them, a film with a local profile gives the uninverted head M₀₀ = ⟨ε⊥⟩, which follows the in-plane rule instead; for the opening film it is 1 + 5 × 10/40 = 2.25. This well is metallic in its plane, so it illustrates the out-of-plane response alone.

The in-plane formula has a condition of its own, because the field is uniform across the cell only as q→0. To find the first correction, write the potential as

g(z) = c[1 + q²u(z) + O(q⁴)],

and choose c so that ⟨ε∥g⟩ = c⟨ε∥⟩. This makes ⟨ε∥u⟩ = 0, and the averaged Poisson equation becomes 4πρ₀ = q²cK∥, where K∥ without an argument is the value at q = 0. Inserting g into the unaveraged equation and dividing by cq² gives, at leading order,

(ε⊥u′)′ = ε∥ − K∥.

Since the potential component is φ₀ = ⟨g⟩, the definition of the cell permittivity gives

K∥(q) = K∥/(1 + q²⟨u⟩) = K∥ − q²K∥⟨u⟩ + O(q⁴).

Multiply the equation for u by u and average. Integration by parts turns the left side into −⟨ε⊥u′²⟩, while the right side is −K∥⟨u⟩. Therefore

K∥(q) = K∥ − q²⟨ε⊥u′²⟩ + O(q⁴).

The correction is negative for positive ε⊥. For a sharp film centred at z = 0, set F = ε⊥u′. Inside the film F′ = (1−f)(ε∥−1), and in the vacuum F′ = −f(ε∥−1). By symmetry F is odd, so it rises linearly from zero at the centre to

Fₘ = (1−f)(ε∥−1)d/2

at the film edge, then falls linearly to zero at the cell boundary. The average of F² over each linear section is Fₘ²/3. Consequently

⟨ε⊥u′²⟩ = ⟨F²/ε⊥⟩ = (Fₘ²/3)(f/ε⊥ + 1 − f) = Fₘ²/(3K⊥),

K∥(q) = K∥ − q²d²(1−f)²(ε∥−1)²/(12K⊥) + O(q⁴).

For a sharp film with the opening values, K∥ = 4.500 and K⊥ = 1.263. The coefficient of q² is (10 × 0.75 × 14)²/(12 × 1.263) = 727 Å². At q = 0.01 Å⁻¹ the formula lowers K∥ by 0.073, and the extracted ε∥ by four times as much, to 14.71. A finite-volume solution of Poisson's equation at this q gives 14.72.

When L is much larger than d, while qL is still small, K⊥ and 1−f approach 1. Multiplying the correction by L/d then shows that the error of ε∥, relative to ε∥−1, has magnitude q²dL(ε∥−1)/12. In this range it must be small. More vacuum at fixed q makes the error larger, although the growth levels off once qL is well above 1, where the q² term no longer describes it and copies farther apart than 1/q cease to matter. When (ε∥−1)d is well above 12L, q must be smaller than the condition qL ≪ 1 alone suggests. For q along z, the local model has no such correction, since the derivation of K⊥ did not expand in q. A film with nonlocal response need not share that property.

The effect of thickness follows by holding the cell response fixed. In the plane, ε∥−1 is proportional to 1/d. Across the plane, 1−1/ε⊥ is proportional to 1/d, so d(1/ε⊥)/d ln d = 1−1/ε⊥, and multiplying by −ε⊥ gives the logarithmic derivative of ε⊥. Thus

∂ln ε∥/∂ln d = −(ε∥−1)/ε∥,
∂ln ε⊥/∂ln d = −(ε⊥−1).

For ε∥ = 15 and ε⊥ = 6 these are −0.93 and −5. To first order, a thickness too small by 1% raises the extracted ε∥ by about 0.9% and ε⊥ by 5%. The in-plane sensitivity never exceeds 1 in magnitude for ε∥ > 1; the other grows with the permittivity itself.

Errors in the cell values are amplified as well. Differentiating the extraction formulas at fixed L and d gives

∂ε∥/∂K∥ = L/d,
∂ε⊥/∂K⊥ = (L/d)(ε⊥/K⊥)².

For the sharp film the factors are 4 and 4 × (6/1.263)² = 90. An error of +0.01 in K⊥ would then raise ε⊥ by 0.90 to first order. The full formula gives 7.05, a rise of 1.05, because the slope increases on the way. Since

ε⊥ = 1/(1 − 4πα⊥/d),

there is a pole at d = 4πα⊥, here 8.33 Å. A smaller assigned thickness gives a negative permittivity although the film and its response are unchanged. Such a sign is no evidence of an unusual material.

These sensitivities matter because a film has no sharp dielectric edge. The opening film is a model of this. Let b stand for the interior value, 15 or 6, and let each profile be ε(z) = 1 + (b−1)s(z), where s rises at the left surface as

s = 1/(1+exp(−t)), t = (z+d/2)/w,

and falls at the right surface as the mirror image. The width parameter is w = 0.25 Å. The area under s is d, so in the plane 4πα∥ = (15−1)d, which is 140 Å for d = 10 Å. The nominal thickness is the correct one for this direction.

Across the plane the quantity to integrate is 1−1/ε. At the left surface it is

1 − 1/ε = (b−1)s/[1+(b−1)s] = (b−1)/[b+exp(−t)]
= (1−1/b)/[1+exp(−t−ln b)].

The second form follows on multiplying numerator and denominator by 1+exp(−t), the third on dividing both by b. The result is the same edge shape, displaced outward by w ln b. The right surface is displaced equally, so, apart from terms exponentially small in d/w and in the vacuum width over w,

4πα⊥ = (1−1/b)(d + 2w ln b).

The reason is saturation. At the middle of the edge s = 1/2 and ε⊥ = 3.5, so ε⊥−1 has reached half its interior value, whereas 1−1/ε⊥ has reached 0.714/0.833 = 86% of its own. A weakly polarizable fringe already excludes much of the normal field.

Here 2w ln 6 = 0.90 Å, and 4πα⊥ = 0.8333 × 10.896 = 9.08 Å. This gives K⊥ = 1/(1−9.08/40) = 1.294, in agreement with inversion of the matrix M in plane waves. Assigning d = 10 Å leaves 1/ε⊥ = 1−0.908 = 0.092, which is the opening value of 10.87. For a 20 Å film the same procedure gives 7.73. The fringe is a smaller fraction of the thicker film, but the error is still 29% of the interior value. The logistic edge was chosen because it can be integrated in closed form; the size, and possibly the sign, of the shift in a real film depends on its surface and on where its nominal boundary is placed.

Two films remove the surface contribution. If both have the same surfaces and a bulk-like interior, each sheet polarizability is a surface constant plus a term linear in thickness. Subtraction gives

ε∥ = 1 + 4πΔα∥/Δd,
1/ε⊥ = 1 − 4πΔα⊥/Δd.

For the 10 and 20 Å films, 4πα∥ rises from 140 to 280 Å, so ε∥ = 1 + 140/10 = 15.00. The out-of-plane quantity rises from 9.080 to 17.413 Å, so 1/ε⊥ = 1 − 8.333/10 and ε⊥ = 6.00. In a crystalline film Δd is the number of added layers times their spacing, which requires no choice of surface position. The method fails if the added layers change the surfaces, or if confinement still alters the interior. It also does not suppress numerical noise: an error δ in 4πΔα⊥ changes ε⊥ by ε⊥²δ/Δd, or 0.036 for δ = 0.01 Å here.

For a very thin film there may be no bulk-like interior, and then the sheet polarizability is the quantity to keep. Place the film between ideal electrodes a distance S apart, far enough from both that its response to D is unchanged. The voltage is the integral of E, V = D(S − 4πα⊥), and the surface charge on an electrode is D/4π. The capacitance per unit area is therefore

C = 1/[4π(S − 4πα⊥)].

For the thin soft-edged film and S = 20 Å, the length in parentheses is 10.92 Å. The pair d = 10 Å, ε⊥ = 10.87 gives the same length, 10/10.87 + 10, and so does the pair d = 10.90 Å, ε⊥ = 6, from 10.90/6 + 9.10. Both describe this capacitor correctly. Combining the permittivity of one pair with the thickness of the other does not.
